# Mean-Field Tricritical Point of a Two-Sublattice Ising Antiferroelectric

## Definitions and conventions

Ising dipoles \(p s_i\), with \(s_i=\pm1\), occupy two equal sublattices A and B. Their energy is
\[
H=-\tfrac12\sum_{i\ne j}J_{ij}s_is_j-h\sum_i s_i,\qquad h=pE, \tag{1}
\]
where \(E\) is the uniform field along the dipole axis. The couplings of one dipole to its own sublattice sum to \(J_1>0\) (ferroic), and those to the other sublattice sum to \(-J_2\), with \(J_2>0\) (antiferroic). The symbol \(T\) stands for \(k_BT\), an energy. The sublattice averages are \(m_A\) and \(m_B\), and
\[
m=\frac{m_A+m_B}{2},\qquad l=\frac{m_A-m_B}{2}. \tag{2}
\]
The field couples to the polarization \(m\); the antiferroelectric order parameter is \(l\). By symmetry \(h\ge0\) suffices. Two abbreviations are used:
\[
T_N=J_1+J_2,\qquad D=J_1-J_2 .
\]

The result concerns the boundary between the antiferroelectric phase (\(l\neq0\)) and the field-polarized phase (\(l=0\)). In mean-field theory, for \(J_1/J_2>3/5\), this boundary is continuous at high temperature and discontinuous at low temperature. The two parts meet at
\[
m_t^2=\frac{J_2}{3J_1},\quad T_t=T_N\Big(1-\frac{J_2}{3J_1}\Big),\quad h_t=T_t\,\mathrm{artanh}\,m_t-Dm_t. \tag{3}
\]
The condition on \(J_1/J_2\) is part of the result. Below \(3/5\), equation (3) does not locate a tricritical point.

## Free energy

For any trial distribution \(\rho\), the Gibbs–Bogoliubov inequality bounds the free energy by \(\langle H\rangle_\rho+T\langle\ln\rho\rangle_\rho\). Mean-field theory takes independent dipoles with averages \(m_A\), \(m_B\) and minimizes this bound. Half of the dipoles lie on each sublattice, and the factor \(\frac12\) in (1) corrects for double counting, so per dipole
\[
f=-\frac{J_1}{4}(m_A^2+m_B^2)+\frac{J_2}{2}m_Am_B-\frac h2(m_A+m_B)+\frac T2[g(m_A)+g(m_B)], \tag{4}
\]
\[
g(x)=\frac{1+x}{2}\ln\frac{1+x}{2}+\frac{1-x}{2}\ln\frac{1-x}{2}.
\]
Since \(m_A^2+m_B^2=2(m^2+l^2)\) and \(m_Am_B=m^2-l^2\),
\[
f=-\frac D2m^2-\frac{T_N}{2}l^2-hm+\frac T2[g(m+l)+g(m-l)]. \tag{5}
\]
The derivatives needed are
\[
g'=\mathrm{artanh}\,x,\quad g''=\frac1{1-x^2},\quad g'''=\frac{2x}{(1-x^2)^2},\quad g''''=\frac{2+6x^2}{(1-x^2)^3}. \tag{6}
\]

## Stability line and quartic term

Odd powers of \(l\) cancel in (5), which gives
\[
f=f_0(m)+A(m)\,l^2+\frac{T g''''(m)}{24}l^4+\dots,\qquad A=\frac12\Big(\frac{T}{1-m^2}-T_N\Big), \tag{7}
\]
with \(f_0=-Dm^2/2-hm+Tg(m)\). The polarized state loses stability against \(l\) when \(A=0\). With \(f_0'=0\), this defines the stability line
\[
m_c^2=1-\frac{T}{T_N},\qquad h_c(T)=T\,\mathrm{artanh}\,m_c-Dm_c. \tag{8}
\]

The experiment fixes \(h\), so \(m\) relaxes when \(l\) appears. Write \(m=m_c+\delta\) and \(u=1-m_c^2\), so that \(T=T_Nu\) on the line. Then
\[
A'=\frac{Tg'''}{2}=\frac{T_Nm_c}{u},\qquad f_0''=\frac Tu-D=T_N-D=2J_2. \tag{9}
\]
Minimizing \(A'\delta\,l^2+\frac12f_0''\delta^2\) gives
\[
\delta=-\frac{A'}{f_0''}l^2=-r\,l^2,\qquad r=\frac{T_Nm_c}{2J_2u}, \tag{10}
\]
and lowers the energy by \(A'^2l^4/(2f_0'')\). The quartic coefficient at fixed field is therefore
\[
\begin{aligned}
b&=\frac{T_N(1+3m_c^2)}{12u^2}-\frac{T_N^2m_c^2}{4J_2u^2}\\
&=\frac{T_N}{12u^2}\Big[1+3m_c^2-\frac{3(J_1+J_2)m_c^2}{J_2}\Big]
=\frac{T_N}{12u^2}\Big[1-\frac{3J_1m_c^2}{J_2}\Big]. 
\end{aligned}\tag{11}
\]
At fixed \(m\) the quartic coefficient would be positive throughout. The negative term comes from the polarization, which falls as antiferroelectric order grows. The intersublattice coupling \(J_2\) sets the stiffness \(2J_2\) against this fall.

The zero of \(b\) is \(m_c^2=J_2/(3J_1)\), and (8) then gives (3). Such a zero is a tricritical point if the next coefficient is positive and no distant minimum lies lower. Both questions can be settled from the exact antiferroelectric solutions of (4).

## Exact antiferroelectric branch

Stationarity of (4) requires
\[
T\,\mathrm{artanh}\,m_A=h+J_1m_A-J_2m_B,\qquad T\,\mathrm{artanh}\,m_B=h+J_1m_B-J_2m_A. \tag{12}
\]
Let \(y\) and \(s\) be the difference and the sum of \(\mathrm{artanh}\,m_A\) and \(\mathrm{artanh}\,m_B\), and let \(K=T_N/T\). Subtracting and adding the equations in (12) gives
\[
l=\frac{y}{2K},\qquad h=\frac{Ts}{2}-Dm. \tag{13}
\]
Since \(m_{A,B}=\tanh[(s\pm y)/2]\), the addition theorems give
\[
l=\frac{\sinh y}{\cosh s+\cosh y},\qquad m=\frac{\sinh s}{\cosh s+\cosh y}. \tag{14}
\]
Equating the two expressions for \(l\), with \(w=\sinh y/y\), yields
\[
\cosh s=C(y)\equiv2Kw-\cosh y,\qquad m=\frac{\sinh s}{2Kw}. \tag{15}
\]

Take \(y>0\) and \(s\ge0\). A solution needs \(C\ge1\), that is \(2K\sinh y/y\ge1+\cosh y\). Half-angle formulas turn this into \(K\tanh(y/2)/(y/2)\ge1\). The left side falls steadily from \(K\), so for \(T<T_N\) the branch covers one interval \(0<y\le y_0\). It starts at \(l=0\), \(h=h_c\) and ends at \(s=m=h=0\). Solutions with \(s<0\) follow by reversing \(m\) and \(h\).

The slope \(dh/dy\) decides the order of the transition. Primes denote \(d/dy\) from here on, and \(\sinh s\,s'=C'\). Differentiating \(m\) in (15) and multiplying by \(2K\sinh s\),
\[
2K\sinh s\,m'=\frac{CC'}{w}-\frac{(C^2-1)w'}{w^2}
=\frac{C(C'w-Cw')+w'}{w^2}. \tag{16}
\]
Here \(w'=(\cosh y-w)/y\) and \(C'=2Kw'-\sinh y\). The terms in \(K\) cancel in
\[
C'w-Cw'=w'\cosh y-w\sinh y=\frac{1-w\cosh y}{y},
\]
where \(w\sinh y=\sinh^2y/y\) was used. Inserting \(C\) and \(w'\) into (16),
\[
\begin{aligned}
2K\sinh s\,m'&=\frac{(2Kw-\cosh y)(1-w\cosh y)+\cosh y-w}{yw^2}\\
&=\frac{2K(1-w\cosh y)+\sinh^2y}{\sinh y}
=2K\Big(\frac1{\sinh y}-\frac{\cosh y}{y}\Big)+\sinh y. 
\end{aligned}\tag{17}
\]
From (13), and because \(KT=T_N\), \(2K\sinh s\,h'=T_NC'-D\,(2K\sinh s\,m')\). Thus
\[
2K\sinh s\,h'=T_N\Big[2K\Big(\frac{\cosh y}{y}-\frac{\sinh y}{y^2}\Big)-\sinh y\Big]+D\Big[2K\Big(\frac{\cosh y}{y}-\frac1{\sinh y}\Big)-\sinh y\Big].
\]
With \(T_N+D=2J_1\), taking out \(2\sinh y\) gives
\[
\frac{dh}{dy}=\frac{\sinh y}{K\sinh s}\,[KG(y)-J_1],\qquad
G=\frac{2J_1\coth y}{y}-\frac{T_N}{y^2}-\frac{D}{\sinh^2y}. \tag{18}
\]
Introduce the Langevin function \(L=\coth y-1/y\), for which \(L'=1/y^2-1/\sinh^2y\). Collecting the terms in \(J_1\) and \(J_2\), and using \(\coth^2y=1+1/\sinh^2y\),
\[
G=J_1(1-L^2)-J_2L'. \tag{19}
\]

## The tricritical temperature and the ratio 3/5

From \(L=y/3-y^3/45+2y^5/945-\dots\),
\[
G=J_1-\frac{J_2}{3}-\Big(\frac{J_1}{9}-\frac{J_2}{15}\Big)y^2+\dots \tag{20}
\]
The initial slope in (18) changes sign when \(K(J_1-J_2/3)=J_1\), which is \(T=T_t\) of (3). At this temperature the next term makes \(h\) fall if \(J_1/J_2>3/5\) and rise if \(J_1/J_2<3/5\).

To connect the direction of \(h\) with stability, let \(F(l^2;h)\) be \(f\) minimized over \(m\) near \(m_c\). Since \(\partial F/\partial h=-m\), equation (10) gives \(\partial^2F/\partial h\,\partial(l^2)=r\) to leading order. On the branch \(\partial F/\partial(l^2)=0\) at the field \(h(l)\). Integrating from there to \(h_c\),
\[
\frac{\partial F}{\partial(l^2)}\Big|_{h_c}\simeq r\,[h_c-h(l)],\qquad r>0. \tag{21}
\]
If \(h\) falls along the branch, the polarized state is a local minimum at \(h_c\). If \(h\) rises, a state with \(l\ne0\) is already lower there. At \(T_t\), therefore, the sixth-order coefficient is positive for \(J_1/J_2>3/5\) and negative for \(J_1/J_2<3/5\).

## No distant minimum intervenes

A local expansion cannot exclude a jump to a distant minimum. For \(J_1/J_2\ge3/5\), the exact slope does so if \(G(y)<G(0)\) for every \(y>0\). By (19),
\[
G(0)-G(y)=J_1L^2-J_2\Big(\frac13-L'\Big),
\]
so it suffices to show \(\frac35L^2>\frac13-L'\). The definition of \(L\) implies \(L'=1-L^2-2L/y\). Inserting this and multiplying by \(15y/2\) turns the inequality into
\[
\Phi(y)\equiv y(5-3L^2)-15L>0. \tag{22}
\]
For small \(y\), \(\Phi=4y^5/315+\dots\) is positive. Its derivative is
\[
\begin{aligned}
\Phi'&=5-3L^2-(6yL+15)L'\\
&=-10+24L^2-6yL(1-L^2)+\frac{30L}{y}. 
\end{aligned}\tag{23}
\]
At a zero of \(\Phi\), \(y=15L/(5-3L^2)\), hence \(30L/y=10-6L^2\) and
\[
\Phi'=18L^2-\frac{90L^2(1-L^2)}{5-3L^2}=\frac{36L^4}{5-3L^2}>0,
\]
because \(0<L<1\). A function that starts positive must reach its first zero with \(\Phi'\le0\), so there is no zero, and (22) holds.

For \(T_t\le T<T_N\) we have \(KG(y)<KG(0)\le J_1\). The field then falls strictly along the branch from \(h_c\) to zero. Hence \(h_c>0\), there is no antiferroelectric solution for \(h\ge h_c\), and there is one, up to the sign of \(l\), for \(0\le h<h_c\).

The global minimum of \(f\) is a stationary point, since the entropy slope diverges at \(m_{A,B}=\pm1\) and drives the minimum inward. At \(h\ge h_c\) it must have \(l=0\). For \(0<h<h_c\), an \(l=0\) minimum would need \(m>0\), as reversing both sublattices shows. The function \(T\,\mathrm{artanh}\,m-Dm\) is convex for \(m>0\) and vanishes at \(m=0\), so it takes each positive value \(h\) once and increases there. Thus \(m<m_c\), and by (7) the state is unstable against \(l\). At \(h=0\) any \(l=0\) solution also has \(|m|<m_c\) and is unstable. The antiferroelectric state is the minimum, and \(l\to0\) as \(h\to h_c\): the transition is continuous.

For \(T<T_t\), equation (8) gives \(m_c^2>m_t^2\), so \(b<0\) on the entire remaining stability line. A continuous transition would have to occur on that line, where the polarized state is not even a local minimum. The transition is therefore discontinuous. Where \(h_c\) is negative, the polarized state is locally stable even at \(h=0\), but it is not the state of lowest free energy: reversing one sublattice of \((m_0,m_0)\) changes the energy by \(-J_2m_0^2\) and leaves the entropy unchanged. This completes the derivation of (3).

## Behaviour at the point and limiting cases

At \(T_t\), \(KG(0)=J_1\), and (18) with (20) reduces to \(dh/dy\simeq-(J_1/9-J_2/15)y^3/\sinh s_t\). Here \(s_t=2\,\mathrm{artanh}\,m_t\), so \(\sinh s_t=2m_t/(1-m_t^2)\). Integrating, and using \(y=2Kl=2l/(1-m_t^2)\),
\[
h_t-h\simeq\frac{2(J_1/9-J_2/15)}{m_t(1-m_t^2)^3}\,l^4. \tag{24}
\]
Thus \(l\propto(h_t-h)^{1/4}\) at fixed \(T=T_t\). On the continuous line above \(T_t\), the slope (18) starts linearly in \(y\), and the exponent is \(1/2\).

When \(J_1/J_2\to\infty\) at fixed \(J_2\), \(m_t\to0\) and \(T_t/T_N\to1\). Substituting \(J_1=J_2/(3m_t^2)\) into (3),
\[
\frac{h_t}{J_2}=\frac{(1+3m_t^2)(1-m_t^2)\,\mathrm{artanh}\,m_t-(1-3m_t^2)m_t}{3m_t^2}\simeq\frac{16}{9}m_t .
\]
Strong ferroic coupling makes almost the whole boundary discontinuous. As \(T\to0\), the energies \(-T_N/2\) and \(-D/2-h\) of the two saturated states cross at \(h=J_2\).

At \(J_1/J_2=3/5\) the \(y^2\) term of (20) vanishes and the sixth-order coefficient with it. For \(1/3<J_1/J_2<3/5\) the zero of \(b\) survives, but a discontinuous transition has already occurred when it is reached from high field. For \(J_1/J_2\le1/3\), \(b\) has no zero with \(m_c<1\).

## Worked example

Take round model parameters: \(J_1=1.0\times10^{-3}\) hartree, \(J_2=0.5\times10^{-3}\) hartree and \(p=1\,e a_0\). Then \(T_N=1.5\times10^{-3}\) hartree, or 474 K, and
\[
m_t=\sqrt{1/6}=0.408,\qquad T_t=1.5\times10^{-3}\times\tfrac56=1.25\times10^{-3}\ \text{hartree},
\]
or 395 K. With \(\mathrm{artanh}\,m_t=0.4335\),
\[
h_t=(5.419-2.041)\times10^{-4}=3.378\times10^{-4}\ \text{hartree},
\]
which for this dipole means \(E_t=1.74\times10^8\) V/m.

Direct global minimization of (4) gives the boundary without the Landau expansion. Energies are in \(10^{-4}\) hartree; the last column is \(l\) on the antiferroelectric side.

| \(T/T_t\) | \(h_c\) | transition \(h\) | \(l\) |
|---|---|---|---|
| 0.90 | 3.680 | 3.822 | 0.509 |
| 0.95 | 3.570 | 3.609 | 0.367 |
| 1.05 | 3.082 | 3.082 | 0.001 |
| 1.10 | 2.642 | 2.642 | 0.001 |

Below \(T_t\) the transition lies above the stability line and \(l\) jumps. Above \(T_t\) the two fields agree. The residual \(l=0.001\) reflects the numerical threshold: a minimum was counted once it was \(10^{-13}J_2\) deep, and a depth \(bl^4\) with \(b\approx0.08J_2\) at 1.05 \(T_t\) and \(0.15J_2\) at 1.10 \(T_t\) gives \(l\approx0.001\) in both rows. Jumps computed at 0.985, 0.990 and 0.995 \(T_t\), extrapolated to zero with \(T\) quadratic in \(l^2\), return \(1.250\times10^{-3}\) hartree, in agreement with (3).

Equation (24) has the coefficient \(6.58\times10^{-4}\) hartree here. At \(T_t\) and \(5.0\times10^{-9}\) hartree below \(h_t\) it gives \(l=0.0525\), the value also found by minimization.

For \(J_1/J_2=0.45\), \(b\) vanishes at \(T=0.376J_2\), \(h=0.961J_2\). At that point a state with \(l=0.888\) is lower by \(0.024J_2\) per dipole. At the same temperature the actual transition is discontinuous, at \(h=0.993J_2\) with \(l=0.843\).

## Relation to real antiferroelectrics

Lead zirconate, the standard antiferroelectric, transforms at roughly 500 K, so the example's temperature scale is reasonable. The example's tricritical field is high: thin films typically switch at some \(10^7\) V/m, and bulk ceramics usually break down well below \(10^8\) V/m, so the point as computed here would not be reachable in a bulk sample. Part of this comes from the round value of \(p\): at fixed couplings \(E_t\) scales as \(1/p\), and a dipole of 3 to 4 \(e a_0\), closer to that of a polarized lead zirconate cell, would lower it to about \(5\times10^7\) V/m. The model also gives a continuous transition at zero field, since \(b=T_N/12>0\) at \(m_c=0\), whereas that of lead zirconate is discontinuous. One assumption real crystals break is the absence of strain. A strain \(x\) with energy \(cx^2/2-\gamma xl^2\) per dipole relaxes to \(x=\gamma l^2/c\) and lowers the quartic coefficient by \(\gamma^2/(2c)\), leaving the stability line in place. In the example, \(b\) rises from \(-5.0\times10^{-5}\) to \(4.1\times10^{-5}\) hartree between 0.95 and 1.05 \(T_t\). A reduction by \(10^{-5}\) hartree therefore raises the tricritical temperature by about 1.1%, or 4.5 K. This holds for a strain coupled to \(l^2\) alone. Electrostriction also couples the strain to \(m^2\), which moves the stability line and changes the shift: with the coupling \(-\gamma x(l^2\pm m^2)\) and the same \(\gamma^2/(2c)\), it becomes 3 K or 10 K. A reduction above \(T_N/12=1.25\times10^{-4}\) hartree makes the zero-field transition discontinuous too. Fluctuations, displacive dipoles and modulated order are also left out, so (3) should be read as the mean-field result for this model and not as a prediction for a given compound.

## Calculated quantities

```
J1 = 1.0000e-03 hartree
J2 = 5.0000e-04 hartree
dipole p = 1.0 e*a0
coupling ratio J1/J2 = 2.00
zero-field transition k_B T_N = 1.5000e-03 hartree
zero-field transition T_N = 473.7 K
tricritical polarization m_t = 0.40825 (dimensionless)
tricritical k_B T_t = 1.2500e-03 hartree
tricritical temperature T_t = 394.7 K
T_t/T_N = 0.83333
tricritical field energy h_t = 3.3776e-04 hartree
tricritical field E_t = 3.3776e-04 atomic units
tricritical field E_t = 1.737e+08 V/m
k_B T_t from vanishing jump = 1.2500e-03 hartree
Boundary by global minimization (energies in hartree):
T/T_t   k_B T        h_c (stability)  h (transition)  l at transition
0.90   1.1250e-03   3.67969e-04      3.82207e-04     0.509
0.95   1.1875e-03   3.56982e-04      3.60852e-04     0.367
1.05   1.3125e-03   3.08191e-04      3.08191e-04     0.001
1.10   1.3750e-03   2.64203e-04      2.64203e-04     0.001
quartic coefficient at T = 0.95 T_t: -4.986e-05 hartree
quartic coefficient at T = 1.05 T_t: 4.082e-05 hartree
at T_t, field energy below h_t by 5.0e-09 hartree:
  l by minimization = 0.0525, by quarter-power law = 0.0525
Low ratio J1/J2 = 0.45, energies in units of J2:
  quartic zero at m = 0.8607, k_B T = 0.3759, h = 0.9605
  lower state there: l = 0.888, energy gain = 2.373e-02 per dipole
  true first-order field at this T: h = 0.9928, l = 0.843
```
